Jamming of Dissociative Oxygen Adsorption on a One-Dimensional Lattice

**Form of the answer**

Oxygen molecules land on a long row of equivalent sites. A molecule needs two adjacent empty sites, dissociates there, and leaves one atom on each. Let k be the rate, in inverse time, at which any one empty pair receives a molecule. If nothing else happens, k is the only quantity in the problem that contains time. The coverage θ, the fraction of sites filled by O atoms, is dimensionless, so it can depend on time t only through the product

τ = kt. (1)

The site spacing cannot enter, because no other length is available to cancel its dimension. If θ has a limit at long times, that limit is therefore a pure number, the same for slow and fast adsorption.

Symmetry restricts the description further. The row is infinite and starts empty, and all pairs have the same k, so the statistics stay unchanged under translation and reflection. The probability that n given consecutive sites are all empty depends on n and τ, but not on where the sites lie. Call it E_n(τ). Then

θ = 1 − E_1, E_n(0) = 1. (2)

These arguments do not supply the number itself. It is

θ(∞) = 1 − e⁻² ≈ 0.8647, (3)

and it comes from the way in which landings isolate single empty sites.

The assumptions are these. Both atoms stay for ever on the two sites where the molecule landed. There is no hopping, no desorption and no adsorption on a single site, and k does not depend on whether the sites just outside the pair are filled. If the pressure varies, k depends on time, and (1) is replaced by τ = ∫k dt. The final coverage is unchanged provided that this integral grows without limit.

A stuck configuration has no two adjacent vacancies. The filled stretches between vacancies consist of whole pairs, so each holds at least two atoms. This alone permits any coverage from 2/3, for the pattern vacancy–atom–atom repeated, up to 1. The random order of landings selects the value (3) within that range.

**Rate equations for empty runs**

Consider n consecutive sites that are all empty. A landing destroys this empty run if it fills at least one of its sites. There are two kinds of such landing.

First, the molecule may land on a pair wholly inside the run. There are n − 1 such pairs, and all are available because the run is empty. They contribute a loss (n − 1)E_n per unit τ.

Second, the molecule may land on a pair that straddles an end of the run, with one site inside and one outside. The outside site must also be empty, so n + 1 consecutive sites must be empty, which has probability E_(n+1). There are two ends, equivalent by reflection. Their loss is 2E_(n+1).

No process creates empty sites, so there is no gain term:

dE_n/dτ = −(n − 1)E_n − 2E_(n+1), n ≥ 1. (4)

For n = 1 there is no inner pair, and (4) gives dE_1/dτ = −2E_2. With (2),

dθ/dτ = 2E_2. (5)

The factor 2 has a direct meaning: the row has one pair per site, a fraction E_2 of the pairs is empty, and each landing adds two atoms.

Equation (4) is exact for this model, but it does not close: the equation for E_1 needs E_2, that for E_2 needs E_3, and so on. It can nevertheless be solved without approximation.

**Solution of the hierarchy**

The first term of (4) by itself would make E_n decay as e^(−(n−1)τ). Take this factor out by defining

E_n = e^(−(n−1)τ) G_n. (6)

Differentiating the product gives

dE_n/dτ = −(n − 1)E_n + e^(−(n−1)τ) dG_n/dτ.

The first term on the right cancels the first term of (4). In the remaining term, (6) gives E_(n+1) = e^(−nτ)G_(n+1), so

e^(−(n−1)τ) dG_n/dτ = −2e^(−nτ) G_(n+1),

dG_n/dτ = −2e^(−τ) G_(n+1). (7)

The factor e^(−τ) no longer depends on n, and a new variable absorbs it:

u = 1 − e^(−τ), du = e^(−τ) dτ. (8)

As τ runs from 0 to infinity, u runs from 0 to 1. Equation (7) becomes

dG_n/du = −2G_(n+1), G_n = 1 at u = 0. (9)

Integrate once:

G_n(u) = 1 − 2∫₀ᵘ G_(n+1)(v) dv.

Now insert the same relation for G_(n+1), then for G_(n+2), and continue. After m integrations,

G_n(u) = Σ_(j=0)^(m−1) (−2u)^j/j! + R_m, (10)

R_m = (−2)^m ∫₀ᵘ [(u − v)^(m−1)/(m − 1)!] G_(n+m)(v) dv.

The remainder must be shown to vanish. Since E_(n+m) is a probability, it lies between 0 and 1. By (6), G_(n+m) is then at most e^((n+m−1)τ) at the final time, and smaller than this bound at all earlier times. The integral of the bracket in R_m is u^m/m!. Therefore

|R_m| ≤ e^((n−1)τ) (2u e^τ)^m/m!. (11)

At any fixed τ, the factorial outgrows the m-th power, and R_m → 0 as m → ∞. The sum in (10) becomes the exponential series, so that

G_n = e^(−2u) for every n. (12)

The bound also shows that no other set of probabilities satisfies (4) with the same start. Returning to E_n through (6) and (8),

E_n(τ) = exp[−(n − 1)τ − 2(1 − e^(−τ))]. (13)

For n = 1 this gives the coverage at any time,

θ(τ) = 1 − exp[−2(1 − e^(−τ))]. (14)

Letting τ → ∞ gives (3). In the same limit E_2 = e^(−τ)E_1 → 0, while E_1 → e⁻² ≈ 0.1353. Empty sites remain, but pairs of adjacent empty sites do not. This is what jamming means here.

Equation (13) also contains the correlations. The ratio E_(n+1)/E_n = e^(−τ) is the probability that the next site is empty, given that the n sites before it are empty. It does not depend on n. An empty run shields its two sides from each other, because a landing that influenced both would have had to fill part of the run.

**Early times, late times and sticking**

At small τ, u = τ − τ²/2 + …, and expansion of (14) to second order gives

θ = 2u − 2u² + … = 2τ − 3τ² + …. (15)

The coefficient 3 can be traced. By (5) and (15), E_2 = 1 − 3τ + …: an empty pair is lost by a landing on itself or on either of the two pairs that overlap it.

An estimate that ignores correlations replaces E_2 in (5) by E_1² = (1 − θ)². Then

dθ/dτ = 2(1 − θ)², θ = 1 − 1/(1 + 2τ). (16)

To verify the integration, note that the derivative of 1/(1 − θ) is (dθ/dτ)/(1 − θ)² = 2, and that 1/(1 − θ) = 1 at τ = 0. The expansion of (16) begins 2τ − 4τ². It treats the two sites of a pair as lost independently, each at rate 2, and so counts a landing on the pair itself twice. At long times it fails qualitatively, since it tends to θ = 1. It continues to assign empty neighbours to vacancies that are in fact isolated.

At large τ, (14) gives

1 − θ = e⁻² exp(2e^(−τ)) ≈ e⁻²(1 + 2e^(−τ)). (17)

The excess of empty sites over the jammed value decays as 2e⁻²e^(−τ). The rate is k because the last available places are single isolated pairs, each waiting for its own molecule.

An experiment can measure the sticking probability as a function of coverage. Divided by its value on the empty row, it equals E_2 in this model. From (14), ln(1 − θ) = −2u, hence e^(−τ) = 1 − u = 1 + ½ ln(1 − θ). Since E_2 = E_1e^(−τ),

S(θ) = (1 − θ)[1 + ½ ln(1 − θ)]. (18)

At θ = 0.5 this is 0.5 × (1 − 0.3466) = 0.327, above the uncorrelated value 0.25. Atoms arrive in adjacent pairs, which leaves the empty sites more clustered at this coverage. Yet S vanishes when ln(1 − θ) = −2, at the jammed coverage, where (1 − θ)² is still positive.

**A second route: rows of finite length**

The final coverage can also be found without following time. Let V_n be the mean number of vacancies left when an open row of n empty sites has jammed. The first molecule chooses each of the n − 1 pairs with equal probability. It leaves i empty sites on one side and n − 2 − i on the other, and these two parts then fill independently. Both sides contribute the same sum, so

(n − 1)V_n = 2Σ_(i=0)^(n−2) V_i, n ≥ 2, (19)

with V_0 = 0 and V_1 = 1. Define F(x) = ΣV_n xⁿ. Multiply (19) by xⁿ and sum over n. The left side gives xF′ − F, since the terms with n = 0 and n = 1 vanish. On the right, each V_i occurs for all n ≥ i + 2, which gives a geometric series:

xF′ − F = 2x²F/(1 − x). (20)

Put F = xH. The left side becomes x²H′, and division by x²H gives

H′/H = 2x/(1 − x) = −2 + 2/(1 − x).

Integration with H(0) = V_1 = 1 yields

F(x) = x e^(−2x)/(1 − x)². (21)

Because x/(1 − x)² = Σ n xⁿ, the coefficient of xⁿ is

V_n = Σ_(j=0)^(n−1) (n − j)(−2)^j/j!. (22)

This gives V_2 = 2 − 2 = 0 and V_3 = 3 − 4 + 2 = 1, as it must. For long rows the sums may be extended to infinity with an error that falls factorially. Using Σ(−2)^j/j! = e⁻² and Σj(−2)^j/j! = −2e⁻²,

V_n ≈ (n + 2)e⁻². (23)

Thus V_n/n → e⁻², in agreement with (3). The two ends together cost the row 2e⁻² additional vacancies on average. No rate constant appears in this argument: equal chances for all available pairs are sufficient.

**Sites blocked before exposure**

Suppose that immobile impurities occupy sites independently before oxygen arrives, leaving each site empty with probability q. Then E_n(0) = qⁿ. Equations (4) to (9) are unchanged except for this starting value, and repeated integration gives

G_n = Σ_j q^(n+j)(−2u)^j/j! = qⁿe^(−2qu). (24)

The final fraction of vacant sites is qe^(−2q), and the oxygen coverage is q(1 − e^(−2q)). For q = 1 this returns (3). For small q it is approximately 2q²: a site takes part if it is empty and one of its two neighbours is empty too. The number 1 − e⁻² therefore belongs to a row that starts clean.

**Oxygen on rows of ruthenium sites**

The RuO₂(110) surface has rows of undercoordinated Ru atoms, on which O₂ can dissociate over two neighbouring sites. Take the bridging oxygen rows between them as already full, so that each Ru row acts as a separate lattice. The example describes oxygen uptake in this layer, not the later growth of an oxide film. Rough typical values are a site spacing a = 0.31 nm, a row spacing b = 0.64 nm and an initial sticking probability s₀ = 0.70. The temperature is T = 300 K, and the pressure is P = 1.0 × 10⁻⁸ Torr, a vacuum dosing condition far below the pressures of technical oxidation.

For molecules of mass m, kinetic theory gives the flux, with k_B the Boltzmann constant:

Φ = P/√(2πm k_B T) = 0.0359 nm⁻² s⁻¹.

There is one pair per site, so each pair is assigned the area ab:

k = s₀Φab = 0.70 × 0.03585 × 0.31 × 0.64 s⁻¹ ≈ 4.98 × 10⁻³ s⁻¹.

An exposure of 1800 s gives τ = 8.96. From (14), the coverage is 0.403 after 60 s, 0.717 after 200 s and 0.850 after 600 s. To reach 99% of the jammed coverage, set 1 − e^(−2u) = 0.99 × 0.8647. This gives u = 0.969, τ = −ln(1 − u) = 3.47 and t ≈ 698 s. At 1800 s the coverage is 0.8646, less than 10⁻⁴ below the limit, whereas the uncorrelated estimate (16) gives 0.947. The jammed density of adsorbed atoms is 0.8647/(0.31 × 0.64) = 4.36 nm⁻², or 4.36 × 10¹⁴ cm⁻².

**How far the neglected processes move the result**

The effects of hopping and desorption were computed from the rate equations for all 2¹⁴ configurations of a closed ring of 14 sites, solved with a matrix exponential. Temperature, landing rate and exposure time were held fixed.

Let an atom hop to an empty neighbouring site at the rate ν exp(−E_h/k_BT), with rough values ν = 10¹³ s⁻¹ and E_h = 1.10 eV. In 1800 s this allows 0.006 hops per atom in each free direction. The coverage changes by −2.6 × 10⁻⁴, so this little hopping lowers it. In a jammed row, vacancies are separated by at least two atoms, and one hop cannot make them adjacent. A single hop can therefore alter the number of landings only while empty pairs remain. For instance, it can turn ●●○○●● into ●○●○●●, where ● is an atom and ○ a vacancy, and so replace a usable pair by two isolated vacancies.

More hopping acts in the opposite direction, because wandering vacancies meet and admit further molecules. With E_h lowered to 0.90 eV there are about 14 possible hops per atom and direction, and the ring reaches a coverage of 0.93. That leaves about one vacancy per ring on average, so the ring is too short for this figure to be taken as the value for an infinite row: rings of 10 to 14 sites give values from 0.91 to 0.94, and a ring of 100 sites gives about 0.92. It does show that an uncertainty of 0.2 eV in the barrier decides whether jamming at 0.8647 is a good description. On a ring with an even number of sites, any non-zero hopping rate eventually leads to complete filling if desorption is absent. The jammed state is then a long-lived stage, seen when adsorption is finished before hopping matters.

The temperature at which one hop is expected during the exposure follows from νt exp(−E_h/k_BT) = 1:

T_h = E_h/[k_B ln(νt)] = 341 K. (25)

Recombinative desorption of adjacent atoms, with a rough barrier of 1.20 eV and the same ν, gives 1.2 × 10⁻⁴ events per pair at 300 K and changes the coverage by −1.2 × 10⁻⁵. The corresponding one-event temperature is 372 K. With these barriers, hopping is thus the first process to spoil the immobile-atom assumption on warming, but the margin is narrow. At 341 K, hopping alone raises the coverage after 1800 s by about 0.01 and desorption alone lowers it by less than that; at 372 K, desorption already has the larger effect.

Three other departures lower the jammed coverage at 300 K. A row 20 nm long has 65 sites, and (23) gives 1 − (67/65)e⁻² = 0.861. Suppose instead that each filled site next to a pair raises the barrier to landing by a trial value of 0.02 eV. The rate is then multiplied by exp(−0.02 eV/k_BT) = 0.461 per filled neighbour, and following the landings on the 14-site ring until none is possible gives 0.843. This limit is approached slowly, because the last isolated pairs fill at only 0.461² ≈ 0.21 of the rate k: after 1800 s the coverage is about 0.816. Finally, let one of the two atoms come to rest one site farther out with a trial probability of 0.10, shared equally between the two sides and applied when that site is free. Following the landings to the end again gives 0.843. The two rules are different and their strengths were chosen freely, so the agreement has no evident significance.

A real surface can break several of these assumptions together. For the values used here, neighbour repulsion and wider separation of the atoms each shift the jammed coverage by about 0.02, more than finite row length, and far more than hopping at the higher barrier. A measured saturation near 0.86 would therefore not by itself establish the ideal model. The sticking law (18) and the dependence of the saturation on temperature provide further comparisons, though not equally sharp ones: at half coverage the trial repulsion lowers the relative sticking from 0.327 to about 0.18, the trial wider separation only to about 0.31.
